# Octahedral Rotation in a Perovskite Film under Two Percent Compression: verification in Python

```python
"""
Result under test: rigid corner-linked octahedra on a square net of pitch
a = (1-s)*2d, turning only about the film normal, have cos(phi) = 1-s.
  d    B-O bond length          s    in-plane compression (positive number)
  phi  rotation angle           M    biaxial modulus with a free top surface
  V    volume per formula unit  K    harmonic rotation stiffness per formula unit
  e    in-plane strain of the bonds when they are allowed to compress
Material inputs are rough values in the regime of strontium titanate.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.optimize import fsolve, minimize_scalar


def rigid_patterns(pitch, bond, nx, ny):
    """Enumerate oxygen positions at distance 'bond' from both B neighbours;
    return the B-site angles of every pattern with rigid octahedral edges."""
    side = np.sqrt(bond**2 - (pitch / 2)**2)
    count = nx * ny
    found = []
    for signs in product((-1, 1), repeat=2 * count):
        sx = np.reshape(signs[:count], (nx, ny))
        sy = np.reshape(signs[count:], (nx, ny))
        angles = np.zeros((nx, ny))
        rigid = True
        for i, j in product(range(nx), range(ny)):
            corners = np.array([
                [pitch / 2, side * sx[i, j]],
                [side * sy[i, j], pitch / 2],
                [-pitch / 2, side * sx[i - 1, j]],
                [side * sy[i, j - 1], -pitch / 2]])
            edges = np.linalg.norm(corners - np.roll(corners, -1, axis=0), axis=1)
            if not np.allclose(edges, np.sqrt(2) * bond, rtol=1e-9, atol=0):
                rigid = False
                break
            angles[i, j] = np.arctan2(corners[0, 1], corners[0, 0])
        if rigid:
            found.append(angles)
    return found


# Inputs
a0 = 0.39                 # nm, rough
d = a0 / 2
s = 0.02
c11, c12 = 320.0, 100.0   # GPa, rough
mode_meV = 6.0            # rough room-temperature rotation mode
oxygen_mass_u = 15.999
phi0 = np.radians(2.0)    # rough prior rotation
alpha_mismatch, cooling = 1e-6, 700.0   # 1/K and K, rough

# Rigid geometry: formula against enumeration of the linked net
checker = np.array([[1, -1], [-1, 1]])
for trial in (0.005, 0.02, 0.06):
    patterns = rigid_patterns((1 - trial) * a0, d, 2, 2)
    assert len(patterns) == 2
    for pattern in patterns:
        assert np.allclose(np.abs(pattern), np.arccos(1 - trial), atol=1e-9)
        assert np.allclose(pattern, pattern[0, 0] * checker, atol=1e-9)
odd_patterns = rigid_patterns((1 - s) * a0, d, 3, 2)
assert len(odd_patterns) == 0

a = (1 - s) * a0
phi = np.arccos(1 - s)
patterns = rigid_patterns(a, d, 2, 2)
net_phi = abs(patterns[0][0, 0])
assert abs(np.degrees(phi) - 11.5) < 0.05   # the rounded value in the topic

# Apical oxygen from its distances to three equatorial oxygens
shift = np.sqrt(d**2 - (a / 2)**2)
equatorial = np.array([[a / 2, shift, 0], [-shift, a / 2, 0],
                       [-a / 2, -shift, 0], [shift, -a / 2, 0]])


def apical_error(scaled):
    distances = np.linalg.norm(scaled * d - equatorial[:3], axis=1)
    return distances / d - np.sqrt(2)


apical = fsolve(apical_error, [0.1, -0.1, 0.8], xtol=1e-12) * d
assert np.allclose(apical, [0, 0, d], atol=1e-8)
assert abs(np.linalg.norm(apical - equatorial[3]) - np.sqrt(2) * d) < 1e-8
c_axis = 2 * apical[2]

# Bridge angle from the two bonds meeting at one shared oxygen
to_left = np.array([-a / 2, -shift])
to_right = np.array([a / 2, -shift])
bridge = np.arccos(to_left @ to_right / d**2)
assert abs(bridge - (np.pi - 2 * phi)) < 1e-9
assert abs(shift - d * np.sin(phi)) < 1e-10

# Small-strain series and sensitivity
leading = np.sqrt(2 * s)
series = leading * (1 + s / 12)
assert abs(series - phi) < 2 * s**2 * leading
h = 1e-4
upper = abs(rigid_patterns((1 - s - h) * a0, d, 2, 2)[0][0, 0])
lower = abs(rigid_patterns((1 - s + h) * a0, d, 2, 2)[0][0, 0])
slope = 1 / np.sin(phi)
assert abs((upper - lower) / (2 * h) / slope - 1) < 1e-4

# Other reference states
phi_prior = np.arccos((1 - s) * np.cos(phi0))
prior_net = rigid_patterns((1 - s) * 2 * d * np.cos(phi0), d, 2, 2)
assert abs(abs(prior_net[0][0, 0]) - phi_prior) < 1e-9
phi_substrate = np.arccos(1 / (1 + s))
phi_half = np.arccos(1 - s / 2)
thermal_strain = alpha_mismatch * cooling
phi_thermal = np.arccos(1 - s - thermal_strain)

# Biaxial modulus: minimize the cubic elastic energy over the normal strain
M = c11 + c12 - 2 * c12**2 / c11


def elastic_energy(normal):
    strain = np.array([1.0, 1.0, normal])
    stiffness = np.full((3, 3), c12) + (c11 - c12) * np.eye(3)
    return 0.5 * strain @ stiffness @ strain


relaxed = minimize_scalar(elastic_energy)
assert abs(relaxed.fun / M - 1) < 1e-8

# Compressible bonds compete with harmonic rotation stiffness
MV = M * 1e9 * (a0 * 1e-9)**3 / const.e                 # eV
omega = mode_meV * 1e-3 * const.e / const.hbar
inertia = 2 * oxygen_mass_u * const.atomic_mass * (d * 1e-9)**2
K = inertia * omega**2 / const.e                        # eV/rad^2
K_limit = 2 * MV * s * (1 - s)


def soft_angle(stiffness):
    def energy(angle):
        bond_strain = (1 - s) / np.cos(angle) - 1
        return MV * bond_strain**2 + 0.5 * stiffness * angle**2
    return minimize_scalar(energy, bounds=(0, 0.5), method="bounded",
                           options={"xatol": 1e-10}).x


phi_soft = soft_angle(K)
bond_strain = (1 - s) / np.cos(phi_soft) - 1
phi_soft_estimate = np.sqrt(2 * (s - K / (2 * MV)))
assert abs(np.degrees(phi_soft - phi_soft_estimate)) < 0.3
assert abs(bond_strain / (-K / (2 * MV)) - 1) < 0.05
assert soft_angle(1.05 * K_limit) < 0.01
assert soft_angle(0.95 * K_limit) > 0.02


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Unrotated pitch a0 (rough input)", a0, "nm")
show("B-O bond length d", d, "nm")
show("In-plane compression s", 100 * s, "percent", 2)
show("Compressed pitch a", a, "nm")
show("cos(phi)", np.cos(phi), "(no unit)")
show("Rotation angle phi, formula", np.degrees(phi), "deg", 3)
show("Rotation angle phi, formula", phi, "rad", 5)
show("Rotation angle phi, enumerated net", np.degrees(net_phi), "deg", 3)
print("Rigid patterns on 2x2 net:", len(patterns), "(count)")
print("Rigid patterns on 3x2 net:", len(odd_patterns), "(count)")
show("Out-of-plane spacing c", c_axis, "nm")
show("B-O-B bridge angle", np.degrees(bridge), "deg", 2)
show("Sideways oxygen shift", shift, "nm")
show("Leading small-strain angle", np.degrees(leading), "deg", 3)
show("Angle with next series term", np.degrees(series), "deg", 3)
show("Angle change per 1 percent strain (slope)", np.degrees(slope) / 100, "deg", 2)
show("Angle if misfit is divided by substrate pitch",
     np.degrees(phi_substrate), "deg", 2)
show("Prior rotation (rough input)", np.degrees(phi0), "deg", 1)
show("Angle with prior rotation", np.degrees(phi_prior), "deg", 2)
show("Angle if half the misfit relaxes", np.degrees(phi_half), "deg", 2)
print(f"Expansion mismatch (rough input): {alpha_mismatch:.1e} 1/K")
show("Cooling range (rough input)", cooling, "K", 0)
show("Thermal mismatch strain", 100 * thermal_strain, "percent", 3)
show("Angle shift from thermal mismatch", np.degrees(phi_thermal - phi), "deg", 2)
show("C11 (rough input)", c11, "GPa", 0)
show("C12 (rough input)", c12, "GPa", 0)
show("Biaxial modulus M", M, "GPa", 1)
show("M times V", MV, "eV", 1)
show("Rotation mode energy (rough input)", mode_meV, "meV", 1)
show("Rotation stiffness K", K, "eV/rad^2", 2)
show("Largest K that permits rotation", K_limit, "eV/rad^2", 2)
show("Elastic cost with no rotation", 1000 * MV * s**2, "meV per formula unit", 1)
show("Bond strain with compressible bonds", 100 * bond_strain, "percent", 2)
show("Angle with compressible bonds, minimized", np.degrees(phi_soft), "deg", 2)
show("Angle with compressible bonds, estimate",
     np.degrees(phi_soft_estimate), "deg", 2)
print("all tests passed")
```

Printed output:

```
Unrotated pitch a0 (rough input): 0.3900 nm
B-O bond length d: 0.1950 nm
In-plane compression s: 2.00 percent
Compressed pitch a: 0.3822 nm
cos(phi): 0.9800 (no unit)
Rotation angle phi, formula: 11.478 deg
Rotation angle phi, formula: 0.20033 rad
Rotation angle phi, enumerated net: 11.478 deg
Rigid patterns on 2x2 net: 2 (count)
Rigid patterns on 3x2 net: 0 (count)
Out-of-plane spacing c: 0.3900 nm
B-O-B bridge angle: 157.04 deg
Sideways oxygen shift: 0.0388 nm
Leading small-strain angle: 11.459 deg
Angle with next series term: 11.478 deg
Angle change per 1 percent strain (slope): 2.88 deg
Angle if misfit is divided by substrate pitch: 11.36 deg
Prior rotation (rough input): 2.0 deg
Angle with prior rotation: 11.65 deg
Angle if half the misfit relaxes: 8.11 deg
Expansion mismatch (rough input): 1.0e-06 1/K
Cooling range (rough input): 700 K
Thermal mismatch strain: 0.070 percent
Angle shift from thermal mismatch: 0.20 deg
C11 (rough input): 320 GPa
C12 (rough input): 100 GPa
Biaxial modulus M: 357.5 GPa
M times V: 132.4 eV
Rotation mode energy (rough input): 6.0 meV
Rotation stiffness K: 1.05 eV/rad^2
Largest K that permits rotation: 5.19 eV/rad^2
Elastic cost with no rotation: 52.9 meV per formula unit
Bond strain with compressible bonds: -0.39 percent
Angle with compressible bonds, minimized: 10.31 deg
Angle with compressible bonds, estimate: 10.26 deg
all tests passed
```
